# A failing check and its repair

Subject: Landau Interaction and Compressibility of the Electron Gas from the RPA Energy.

```python
"""
Landau interaction of the RPA electron gas (hartree atomic units, T = 0).

Result under test, for p and p' on the Fermi surface:
  f(p s, p' s') = - delta_ss' W(p-p', 0) - (1/2) Int W(q,iw)^2 D_p D_p'
  Int = integral d^3q/(2 pi)^3 dw/(2 pi),  W = v/(1 - v chi0),  v = 4 pi/q^2
  D_p = 1/(iw + e_p - e_{p+q}) + 1/(-iw + e_p - e_{p-q}),  e_p = p^2/2
The product D_p D_p' holds the two kinds of term with two screened lines.
Checks: discrete ring problem, compressibility, spin stiffness, Galilean rule.
Scaled variables: x = q/kF, u = w/(q kF).
f_s, f_a: half sum and half difference of equal- and opposite-spin f.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad

PI = np.pi


def gauss01(n):
    t, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (t + 1), 0.5 * w


def panel_nodes(breaks, tail=True, n=60):
    """Nodes clustered at every break point; optional tail to infinity."""
    s, ws = gauss01(n)
    nodes, weights = [], []
    for a, b in zip(breaks[:-1], breaks[1:]):
        nodes.append(a + (b - a) * np.sin(PI * s / 2) ** 2)
        weights.append((b - a) * PI / 2 * np.sin(PI * s) * ws)
    if tail:
        b = breaks[-1]
        nodes.append(b / (1 - s**2))
        weights.append(b * 2 * s / (1 - s**2) ** 2 * ws)
    return np.concatenate(nodes), np.concatenate(weights)


def frequency_nodes():
    """Composite Gauss rule in log(u), from 1e-8 to 1e8."""
    s, ws = gauss01(10)
    edges = np.linspace(np.log(1e-8), np.log(1e8), 31)
    step = edges[1] - edges[0]
    u = np.exp((edges[:-1, None] + step * s[None, :]).ravel())
    return u, u * np.tile(step * ws, 30)


U, WU = frequency_nodes()


def lindhard_shape(x, u):
    """g in chi0(q,iw) = -(kF/pi^2) g for both spins together."""
    log = np.log1p(2 * x / ((1 - x / 2) ** 2 + u**2))
    angles = np.arctan2(1 + x / 2, u) + np.arctan2(1 - x / 2, u)
    return 0.5 * (1 + (1 + u**2 - x**2 / 4) / (2 * x) * log - u * angles)


def energy_density(k_up, k_dn):
    """Total RPA energy per volume for two Fermi wave numbers."""
    k0 = max(k_up, k_dn)
    breaks = [0.0] + sorted({2 * k_up, 2 * k_dn})
    q, wq = panel_nodes(breaks)
    q = q[:, None]
    a = 0.0
    for k in (k_up, k_dn):
        a = a + 4 * PI / q**2 * k / (2 * PI**2) * lindhard_shape(
            q / k, U[None, :] * k0 / k)
    weight = wq[:, None] * WU[None, :] * q**3 * k0 / (2 * PI**3)
    ring = 0.5 * np.sum(weight * (np.log1p(a) - a))
    kinetic = (k_up**5 + k_dn**5) / (20 * PI**2)
    exchange = -(k_up**4 + k_dn**4) / (8 * PI**3)
    return kinetic + exchange + ring


def log_ratio(x, u):
    a = x / 2 - 1j * u
    return a, np.log(a + 1) - np.log(a - 1)


def two_line_setup(kf, x):
    """v, v*|chi0|, W and integration factor on the (x,u) grid."""
    v = 4 * PI / (x * kf) ** 2
    a = v * kf / PI**2 * lindhard_shape(x, U[None, :])
    return v, a, v / (1 + a), kf**5 / (2 * PI**3) * x**3


def landau(kf):
    x, wx = panel_nodes([0.0, 2.0])
    x = x[:, None]
    u = U[None, :]
    v, a, w, factor = two_line_setup(kf, x)
    weight = factor * wx[:, None] * WU[None, :]
    log = np.log1p(2 * x / ((1 - x / 2) ** 2 + u**2))
    d0 = -log / (2 * x * kf**2)
    dlog = (2 * (1 + x / 2) / ((1 + x / 2) ** 2 + u**2)
            - 2 * (1 - x / 2) / ((1 - x / 2) ** 2 + u**2))
    d0_slope = -(dlog - log) / (2 * x * kf**3)
    arg, cl = log_ratio(x, u)
    d1_abs = np.imag(arg * cl) / (x * kf**2)
    r = {}
    r["line"] = -0.5 * np.sum(weight * (-v * a / (1 + a)) * d0_slope)
    r["f0_two"] = -0.5 * np.sum(weight * w**2 * d0**2)
    r["f1_two"] = 1.5 * np.sum(weight * w**2 * d1_abs**2)
    # static screened exchange averaged over the Fermi surface
    y, wy = panel_nodes([0.0, 2.0], tail=False)
    vs = 4 * PI / (y * kf) ** 2
    ws = vs / (1 + vs * kf / PI**2 * lindhard_shape(y, 0.0))
    r["w_mean"] = 0.5 * np.sum(wy * y * ws)
    r["w_cos"] = 0.5 * np.sum(wy * y * ws * (1 - y**2 / 2))
    r["v"] = kf - 1 / PI + kf**2 * r["w_mean"] / (2 * PI**2) + r["line"]
    r["dos"] = kf**2 / (PI**2 * r["v"])
    r["f0s"] = -0.5 * r["w_mean"] + r["f0_two"]
    r["f0a"] = -0.5 * r["w_mean"]
    r["f1s"] = -1.5 * r["w_cos"] + r["f1_two"]
    r["dmu"] = (1 + r["dos"] * r["f0s"]) / r["dos"]
    r["stiff"] = (1 + r["dos"] * r["f0a"]) / r["dos"]
    r["boost"] = r["v"] * (1 + r["dos"] * r["f1s"] / 3)
    return r


def separate_terms(kf, x_min):
    """l=0 parts of the two W^2 terms with a lower cutoff on q/kF."""
    x, wx = panel_nodes(list(np.geomspace(x_min, 2.0, 12)))
    x = x[:, None]
    _, _, w, factor = two_line_setup(kf, x)
    weight = factor * wx[:, None] * WU[None, :]
    _, cl = log_ratio(x, U[None, :])
    g_mean = -0.5 * cl / (x * kf**2)
    same_q = -np.sum(weight * w**2 * np.real(g_mean**2))
    opposite_q = -np.sum(weight * w**2 * np.abs(g_mean) ** 2)
    return same_q, opposite_q


# ---- discrete ring problem: pairs carrying +q and pairs carrying -q ----
def ring_sum(gap_f, wt_f, gap_b, wt_b, v):
    """Sum of positive-norm modes minus their first-order energies."""
    sf, sb = np.sqrt(wt_f), np.sqrt(wt_b)
    a = np.diag(gap_f) + v * np.outer(sf, sf)
    b = v * np.outer(sf, sb)
    c = np.diag(gap_b) + v * np.outer(sb, sb)
    ev, vec = np.linalg.eig(np.block([[a, b], [-b.T, -c]]))
    assert np.max(np.abs(np.imag(ev))) < 1e-10
    nf = len(gap_f)
    norm = (np.sum(np.abs(vec[:nf]) ** 2, axis=0)
            - np.sum(np.abs(vec[nf:]) ** 2, axis=0))
    assert np.sum(norm > 0) == nf
    return np.sum(np.real(ev[norm > 0])) - np.trace(a)


gaps = np.array([0.7, 1.1, 1.6, 2.3])
wts = np.array([0.3, 0.5, 0.4, 0.2])
v_toy, d_toy, h = 0.8, 0.25, 1e-4


def chi_toy(z):
    return np.sum(wts / (z - gaps) - wts / (z + gaps))


def add_forward(w):
    return ring_sum(np.append(gaps, d_toy), np.append(wts, w),
                    gaps, wts, v_toy)


def add_backward(w):
    return ring_sum(gaps, wts, np.append(gaps, -d_toy),
                    np.append(wts, w), v_toy)


def slope_at_zero(fun):
    return (-3 * fun(0.0) + 4 * fun(h) - fun(2 * h)) / (2 * h)


# pair weights n(1-n') and n'(1-n) both have mixed derivative -1
toy_second = -(slope_at_zero(add_forward) + slope_at_zero(add_backward))
toy_formula = -(v_toy / (1 - v_toy * chi_toy(d_toy)) - v_toy)
assert abs(toy_second - toy_formula) < 1e-5


def toy_shift(s1, s2):
    wf, wb = wts.copy(), wts.copy()
    wf[0] += s1
    wb[1] += s2
    return ring_sum(gaps, wf, gaps, wb, v_toy)


hh = 2e-3
toy_mixed = (toy_shift(hh, hh) - toy_shift(hh, -hh)
             - toy_shift(-hh, hh) + toy_shift(-hh, -hh)) / (4 * hh**2)


def toy_integrand(w):
    z = 1j * w
    screened = v_toy / (1 - v_toy * chi_toy(z))
    return np.real(-screened**2 / (z - gaps[0]) * (-1 / (z + gaps[1])))


toy_mixed_formula = quad(toy_integrand, 0, np.inf, epsabs=1e-11)[0] / PI
assert abs(toy_mixed - toy_mixed_formula) < 1e-5

# ---- chi0 and its occupation derivatives from their definitions ----
xt, ut = 1.0, 0.7
t, wt = np.polynomial.legendre.leggauss(120)
k01, wk = gauss01(120)


def d_raw(k, mu):
    """D_p for kF = 1 at the test point, p = k."""
    w = ut * xt
    return (1 / (1j * w - k * xt * mu - xt**2 / 2)
            + 1 / (-1j * w + k * xt * mu - xt**2 / 2))


chi_quad = np.sum(wk[:, None] * k01[:, None] ** 2 * 0.5 * wt[None, :]
                  * d_raw(k01[:, None], t[None, :])) / PI**2
chi_formula = -lindhard_shape(xt, ut) / PI**2
assert abs(chi_quad - chi_formula) < 1e-9


def chi_of_density(n):
    k = (3 * PI**2 * n) ** (1 / 3)
    return -k / PI**2 * lindhard_shape(xt / k, ut / k)


n1 = 1 / (3 * PI**2)
dn = 1e-4 * n1
chi_slope = (chi_of_density(n1 + dn) - chi_of_density(n1 - dn)) / (2 * dn)
d0_test = -np.log1p(2 * xt / ((1 - xt / 2) ** 2 + ut**2)) / (2 * xt)
assert abs(chi_slope - d0_test) < 1e-6
a_t, l_t = log_ratio(xt, ut)
d1_quad = 0.5 * np.sum(wt * t * d_raw(1.0, t))
assert abs(d1_quad - 1j * np.imag(a_t * l_t) / xt) < 1e-10

print("Discrete ring problem (model energy units)")
print(f"  exchange part: diagonalized {toy_second:.6f}, "
      f"-W_c {toy_formula:.6f}")
print(f"  W^2 part: diagonalized {toy_mixed:.6f}, "
      f"integral {toy_mixed_formula:.6f}")

# ---- electron gas ----
hartree = constants.physical_constants["Hartree energy"][0]
bohr = constants.physical_constants["Bohr radius"][0]
to_gpa = hartree / bohr**3 / 1e9

for rs in (1.0, 2.0, 4.0):
    n = 3 / (4 * PI * rs**3)
    kf = (3 * PI**2 * n) ** (1 / 3)
    r = landau(kf)

    def e_of_n(scale):
        k = kf * scale ** (1 / 3)
        return energy_density(k, k)

    s = 0.02
    dmu_energy = (-e_of_n(1 + 2 * s) + 16 * e_of_n(1 + s) - 30 * e_of_n(1)
                  + 16 * e_of_n(1 - s) - e_of_n(1 - 2 * s)
                  ) / (12 * (s * n) ** 2)

    e_zero = energy_density(kf, kf)

    def spin_curvature(z):
        e = energy_density(kf * (1 + z) ** (1 / 3), kf * (1 - z) ** (1 / 3))
        return 2 * (e - e_zero) / (z * n) ** 2

    stiff_energy = (4 * spin_curvature(0.03) - spin_curvature(0.06)) / 3
    free = PI**2 / kf
    # tolerances: quadrature and finite-difference error
    assert abs(r["dmu"] - dmu_energy) < 2e-5 * free
    assert abs(r["stiff"] - stiff_energy) < 1e-3 * free
    assert abs(r["boost"] - kf) < 2e-5 * kf
    without_two = r["dmu"] - r["f0_two"]
    assert abs(without_two - dmu_energy) > 1e-3 * free
    boost_without = r["boost"] - kf**2 * r["f1_two"] / (3 * PI**2)
    assert abs(boost_without - kf) > 1e-4 * kf

    print(f"r_s = {rs:.0f} bohr: kF = {kf:.6f} 1/bohr, "
          f"n = {n:.6e} 1/bohr^3")
    print(f"  v* = {r['v']:.6f} a.u., m*/m = {kf / r['v']:.5f}, "
          f"N* = {r['dos']:.6f} 1/(hartree bohr^3)")
    print(f"  F0s = {r['dos'] * r['f0s']:.5f}, "
          f"F0a = {r['dos'] * r['f0a']:.5f}, "
          f"F1s = {r['dos'] * r['f1s']:.5f}")
    print(f"  dmu/dn: Landau {r['dmu']:.5f}, energy {dmu_energy:.5f}, "
          f"free {free:.5f} hartree bohr^3")
    print(f"  dmu/dn without W^2 terms = {without_two:.5f} hartree bohr^3")
    print(f"  spin stiffness: Landau {r['stiff']:.4f}, "
          f"energy {stiff_energy:.4f} hartree bohr^3")
    print(f"  v*(1+F1s/3) = {r['boost']:.6f}, without W^2 terms "
          f"{boost_without:.6f} a.u.")
    if rs == 2.0:
        print(f"  <W> = {r['w_mean']:.5f}, <W cos> = {r['w_cos']:.5f} "
              "hartree bohr^3")
        print(f"  velocity parts: -1/pi = {-1 / PI:.6f}, shell "
              f"{kf**2 * r['w_mean'] / (2 * PI**2):.6f}, "
              f"L' {r['line']:.6f} a.u.")
        print(f"  f0s parts: exchange {-0.5 * r['w_mean']:.5f}, "
              f"W^2 {r['f0_two']:.5f} hartree bohr^3")
        print(f"  f1s parts: exchange {-1.5 * r['w_cos']:.5f}, "
              f"W^2 {r['f1_two']:.5f} hartree bohr^3")
        bulk = n**2 * r["dmu"]
        print(f"  bulk modulus n^2 dmu/dn = {bulk:.6e} hartree/bohr^3 "
              f"= {bulk * to_gpa:.3f} GPa")
        print(f"  compressibility ratio kappa/kappa_free = "
              f"{free / r['dmu']:.5f}")
        parts = []
        for cut in (0.01, 0.005):
            same_q, opposite_q = separate_terms(kf, cut)
            parts.append((same_q, opposite_q))
            print(f"  q > {cut} kF: same-q {same_q:.3f}, opposite-q "
                  f"{opposite_q:.3f}, sum {same_q + opposite_q:.5f} "
                  "hartree bohr^3")
            assert abs(same_q + opposite_q - r["f0_two"]) < 1e-3 * free
        for j in (0, 1):
            assert 1.8 < parts[1][j] / parts[0][j] < 2.2

print("all tests passed")
```

It fails:

```
Discrete ring problem (model energy units)
  exchange part: diagonalized 0.542239, -W_c 0.542239
  W^2 part: diagonalized -0.123554, integral -0.123554
r_s = 1 bohr: kF = 1.919158 1/bohr, n = 2.387324e-01 1/bohr^3
  v* = 1.982908 a.u., m*/m = 0.96785, N* = 0.188200 1/(hartree bohr^3)
  F0s = -0.19972, F0a = -0.16229, F1s = -0.09644
  dmu/dn: Landau 4.25227, energy 4.25227, free 5.14267 hartree bohr^3
  dmu/dn without W^2 terms = 4.45117 hartree bohr^3
  spin stiffness: Landau 4.4512, energy 4.4512 hartree bohr^3
  v*(1+F1s/3) = 1.919161, without W^2 terms 1.887527 a.u.
r_s = 2 bohr: kF = 0.959579 1/bohr, n = 2.984155e-02 1/bohr^3
  v* = 0.967032 a.u., m*/m = 0.99229, N* = 0.096476 1/(hartree bohr^3)
  F0s = -0.36336, F0a = -0.24337, F1s = -0.02310
  dmu/dn: Landau 6.59896, energy 6.59896, free 10.28535 hartree bohr^3
  dmu/dn without W^2 terms = 7.84269 hartree bohr^3
  spin stiffness: Landau 7.8427, energy 7.8427 hartree bohr^3
  v*(1+F1s/3) = 0.959585, without W^2 terms 0.918638 a.u.
  <W> = 5.04508, <W cos> = 1.03744 hartree bohr^3
  velocity parts: -1/pi = -0.318310, shell 0.235342, L' 0.090420 a.u.
  f0s parts: exchange -2.52254, W^2 -1.24373 hartree bohr^3
  f1s parts: exchange -1.55616, W^2 1.31668 hartree bohr^3
  bulk modulus n^2 dmu/dn = 5.876496e-03 hartree/bohr^3 = 172.892 GPa
  compressibility ratio kappa/kappa_free = 1.55863
  q > 0.01 kF: same-q 338.435, opposite-q -339.678, sum -1.24373 hartree bohr^3
  q > 0.005 kF: same-q 678.799, opposite-q -680.043, sum -1.24373 hartree bohr^3
Traceback (most recent call last):
  File "check.py", line 269, in <module>
    assert abs(r["boost"] - kf) < 2e-5 * kf
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The fault was rounding error, not physics: the l = 1 amplitude was formed by subtracting two nearly equal complex logarithms and multiplying by a large number. At small x and large u the noise, once squared, added a spurious positive amount to the W² part of f_1, and the resulting relative error in the Galilean relation grew as 1/kF² (about 2e-6 at r_s = 1, 6e-6 at r_s = 2, beyond the limit at r_s = 4). The real and imaginary parts of the logarithm are now computed from closed forms free of that subtraction, and a new high-precision test checks the amplitude at small x and large u. No tolerance has changed and no test has been removed.

Diff:

```diff
@@ -11,4 +11,5 @@
 f_s, f_a: half sum and half difference of equal- and opposite-spin f.
 """
+import mpmath as mp
 import numpy as np
 from scipy import constants
@@ -74,6 +75,8 @@
 
 def log_ratio(x, u):
-    a = x / 2 - 1j * u
-    return a, np.log(a + 1) - np.log(a - 1)
+    """a = x/2 - iu and log((a+1)/(a-1)), free of cancellation."""
+    real = 0.5 * np.log1p(2 * x / ((1 - x / 2) ** 2 + u**2))
+    imag = np.arctan2(2 * u, u**2 + x**2 / 4 - 1)
+    return x / 2 - 1j * u, real + 1j * imag
 
 
@@ -230,4 +233,12 @@
 d1_quad = 0.5 * np.sum(wt * t * d_raw(1.0, t))
 assert abs(d1_quad - 1j * np.imag(a_t * l_t) / xt) < 1e-10
+
+# the l=1 amplitude must stay accurate at small x and large u
+mp.mp.dps = 60
+for x_small, u_large in ((1e-6, 3e4), (1e-4, 1e3), (1e-2, 50.0)):
+    a_mp = mp.mpc(mp.mpf(x_small) / 2, -mp.mpf(u_large))
+    reference = float(mp.im(a_mp * (mp.log(a_mp + 1) - mp.log(a_mp - 1))))
+    a_s, l_s = log_ratio(x_small, u_large)
+    assert abs(np.imag(a_s * l_s) - reference) < 1e-3 * abs(reference)
 
 print("Discrete ring problem (model energy units)")
```

The mended program passes:

```
Discrete ring problem (model energy units)
  exchange part: diagonalized 0.542239, -W_c 0.542239
  W^2 part: diagonalized -0.123554, integral -0.123554
r_s = 1 bohr: kF = 1.919158 1/bohr, n = 2.387324e-01 1/bohr^3
  v* = 1.982908 a.u., m*/m = 0.96785, N* = 0.188200 1/(hartree bohr^3)
  F0s = -0.19972, F0a = -0.16229, F1s = -0.09645
  dmu/dn: Landau 4.25227, energy 4.25227, free 5.14267 hartree bohr^3
  dmu/dn without W^2 terms = 4.45117 hartree bohr^3
  spin stiffness: Landau 4.4512, energy 4.4512 hartree bohr^3
  v*(1+F1s/3) = 1.919158, without W^2 terms 1.887527 a.u.
r_s = 2 bohr: kF = 0.959579 1/bohr, n = 2.984155e-02 1/bohr^3
  v* = 0.967032 a.u., m*/m = 0.99229, N* = 0.096476 1/(hartree bohr^3)
  F0s = -0.36336, F0a = -0.24337, F1s = -0.02312
  dmu/dn: Landau 6.59896, energy 6.59896, free 10.28535 hartree bohr^3
  dmu/dn without W^2 terms = 7.84269 hartree bohr^3
  spin stiffness: Landau 7.8427, energy 7.8427 hartree bohr^3
  v*(1+F1s/3) = 0.959579, without W^2 terms 0.918638 a.u.
  <W> = 5.04508, <W cos> = 1.03744 hartree bohr^3
  velocity parts: -1/pi = -0.318310, shell 0.235342, L' 0.090420 a.u.
  f0s parts: exchange -2.52254, W^2 -1.24373 hartree bohr^3
  f1s parts: exchange -1.55616, W^2 1.31651 hartree bohr^3
  bulk modulus n^2 dmu/dn = 5.876496e-03 hartree/bohr^3 = 172.892 GPa
  compressibility ratio kappa/kappa_free = 1.55863
  q > 0.01 kF: same-q 338.435, opposite-q -339.678, sum -1.24373 hartree bohr^3
  q > 0.005 kF: same-q 678.799, opposite-q -680.043, sum -1.24373 hartree bohr^3
r_s = 4 bohr: kF = 0.479790 1/bohr, n = 3.730194e-03 1/bohr^3
  v* = 0.450743 a.u., m*/m = 1.06444, N* = 0.051745 1/(hartree bohr^3)
  F0s = -0.74186, F0a = -0.35798, F1s = 0.19332
  dmu/dn: Landau 4.98867, energy 4.98867, free 20.57069 hartree bohr^3
  dmu/dn without W^2 terms = 12.40731 hartree bohr^3
  spin stiffness: Landau 12.4073, energy 12.4072 hartree bohr^3
  v*(1+F1s/3) = 0.479790, without W^2 terms 0.431691 a.u.
all tests passed
```
